# Choosing the checkerboard hopping factorization in auxiliary-field Monte Carlo

Take free fermions on a periodic 8×8 lattice with random bond strengths drawn uniformly between $0.5t$ and $1.5t$, at inverse temperature $\beta=2/t$. Replace the exact hopping exponential in every time slice by a product of simple bond factors. With time step $\Delta=0.1/t$, the equal-time Green function acquires an error whose antisymmetric part has norm $4.9\times10^{-2}$, while its symmetric part has norm $4.0\times10^{-3}$. Halving the step gives $2.5\times10^{-2}$ and $1.0\times10^{-3}$. One part of the same matrix is halved, the other is quartered. Densities and bond energies use only the symmetric part.

This behaviour decides how to use a setting with three values: the dense exponential, the plain checkerboard product, or the symmetric checkerboard product. Energies below are in units of $t$ and times in $1/t$. Matrix norms are largest singular values.

## What the setting changes

The one-body hopping matrix $K$ has elements $K_{ij}=K_{ji}=-t_b$ on each nearest-neighbour bond $b=(i,j)$ and zeros elsewhere, with real $t_b$. The lattice is a periodic $L\times L$ square with $N=L^2$ sites, and $L$ is even and at least 4. Every time slice of the simulation multiplies vectors by $e^{-\Delta K}$, which is a full matrix although $K$ is sparse.

Sort the bonds into four families: bonds along $x$ that start at even $x$, those that start at odd $x$, and the same two sets along $y$. Each site belongs to one bond of each family. Write $K=K_1+K_2+K_3+K_4$ accordingly. Bonds within a family share no site, so their matrices commute and the exponential of a family is a product of independent 2×2 blocks.

On its two sites a bond is $-t_b\sigma_x$. Since $\sigma_x^2=1$, the even and odd terms of the exponential series separate:

$$e^{\Delta t_b\sigma_x}=\cosh(\Delta t_b)+\sigma_x\sinh(\Delta t_b)=\begin{pmatrix}c&s\\ s&c\end{pmatrix}.$$

Its determinant is $c^2-s^2=1$. For $\Delta t_b=0.1$, $c=1.005004$ and $s=0.100167$. The two checkerboard options are

$$P(\Delta)=e^{-\Delta K_1}e^{-\Delta K_2}e^{-\Delta K_3}e^{-\Delta K_4},$$

$$S(\Delta)=e^{-\Delta K_1/2}e^{-\Delta K_2/2}e^{-\Delta K_3/2}\,e^{-\Delta K_4}\,e^{-\Delta K_3/2}e^{-\Delta K_2/2}e^{-\Delta K_1/2}.$$

The evenness of $L$ matters. Around an odd ring two alternating families cannot close, and a third is needed. At $L=2$ both bonds of a ring join the same pair of sites. Longer-range hopping also needs more families.

**Cost.** A bond replaces $(a,b)$ by $(ca+sb,\;sa+cb)$: four multiplications and two additions, with $c$ and $s$ tabulated. A family has $N/2$ bonds and costs $3N$ operations. Thus $P$, with four sweeps, costs $12N$ per vector, and $S$, with seven, costs $21N$. A dense product needs $N^2$ multiplications and $N(N-1)$ additions, together $2N^2-N$. For $N=64$ the counts are 768, 1344 and 8128. The symmetric product needs fewer operations than the dense one when $21N<2N^2-N$, that is, for $N>11$. Operation counts are not running times: dense multiplication may use the hardware better, so the crossover in time must be measured.

**Inverse.** Changing the sign of $\Delta$ inverts every block. Because $S$ reads the same in both directions, $S(\Delta)^{-1}=S(-\Delta)$. For $P$ the order must also be reversed. Each $K_f$ is symmetric, so transposition does this:

$$P(\Delta)^{-1}=e^{\Delta K_4}e^{\Delta K_3}e^{\Delta K_2}e^{\Delta K_1}=P(-\Delta)^T.\tag{1}$$

These identities hold at any step, apart from rounding. The dense matrix $e^{+\Delta K}$ is in general not the inverse of either product; it is when the families commute, as on the uniform 4×4 lattice discussed in the last section.

## The error of one slice

Expand both matrices to second order. The product gives

$$P=1-\Delta\sum_fK_f+\Delta^2\Big(\tfrac12\sum_fK_f^2+\sum_{f<g}K_fK_g\Big)+O(\Delta^3),$$

whereas $\tfrac12\Delta^2K^2$ contains $\tfrac12(K_fK_g+K_gK_f)$ for each pair. Subtracting,

$$P-e^{-\Delta K}=\frac{\Delta^2}{2}\sum_{f<g}[K_f,K_g]+O(\Delta^3).\tag{2}$$

On the uniform 8×8 lattice the commutator sum has norm $4t^2$. At $\Delta=0.1$ the leading term is therefore $0.01\times4/2=0.020$, and the computed difference has norm 0.0208.

For the symmetric product, start with two matrices, $\Sigma(\Delta)=e^{-\Delta A/2}e^{-\Delta B}e^{-\Delta A/2}$. Since $\Sigma(-\Delta)=\Sigma(\Delta)^{-1}$, its logarithm near $\Delta=0$ is odd in $\Delta$:

$$\ln\Sigma=-\Delta(A+B)-\Delta^3C_{AB}+O(\Delta^5).$$

To find $C_{AB}$, compare the terms of order $-\Delta^3$. The product of the three series gives

$$\frac{A^3}{6}+\frac{A^2B+2ABA+BA^2}{8}+\frac{AB^2+B^2A}{4}+\frac{B^3}{6},$$

and the exponential of the logarithm gives $(A+B)^3/6+C_{AB}$. The cube contains each of the words $A^2B,\,ABA,\,BA^2,\,AB^2,\,BAB,\,B^2A$ once. Subtraction leaves $\frac18-\frac16=-\frac1{24}$ for $A^2B$ and $BA^2$, $\frac14-\frac16=\frac1{12}$ for $ABA$, $AB^2$ and $B^2A$, and $-\frac16$ for $BAB$:

$$C_{AB}=-\frac{A^2B-2ABA+BA^2}{24}+\frac{AB^2-2BAB+B^2A}{12}$$

$$\phantom{C_{AB}}=-\frac{1}{24}[A,[A,B]]+\frac1{12}[B,[B,A]].\tag{3}$$

The product $S$ is built from the inside outwards. Suppose the inner part is $\exp[-\Delta(R+\Delta^2C'+O(\Delta^4))]$. Wrapping it in half steps of $A$ means using $B=R+\Delta^2C'$ in (3). The correction $C'$ enters the sum $A+B$ directly and changes the double commutators only at higher order. The contributions therefore add. With $R_f=\sum_{g>f}K_g$,

$$S=\exp\!\big[-\Delta\big(K+\Delta^2C+O(\Delta^4)\big)\big],\qquad C=\sum_{f=1}^{3}C_{K_f,R_f}.\tag{4}$$

Hence $S-e^{-\Delta K}=-\Delta^3C+O(\Delta^4)$. On the uniform 8×8 lattice $\|C\|=0.745\,t^3$ (the value depends on $L$), which predicts $7.5\times10^{-4}$ at $\Delta=0.1$; the computed norm is $8.3\times10^{-4}$. The same commutator controls the mixed inverse, $e^{\Delta K}S-1=-\Delta^3C+O(\Delta^4)$, whose computed norm is $7.6\times10^{-4}$.

Equation (4) also shows what happens over many slices. With $M=\beta/\Delta$ slices, $S^M=\exp[-\beta(K+\Delta^2C+\dots)]$. The simulation treats a slightly different Hamiltonian, and at fixed $\beta$ the error is $O(\Delta^2)$.

## Why the plain order is better than its matrix error

For small $\Delta$ define $K_{\rm eff}$ by $P(\Delta)=e^{-\Delta K_{\rm eff}(\Delta)}$. The logarithm of the left side of (1) is $+\Delta K_{\rm eff}(\Delta)$. On the right, $P(-\Delta)=e^{+\Delta K_{\rm eff}(-\Delta)}$, so the logarithm is $+\Delta K_{\rm eff}(-\Delta)^T$. Therefore

$$K_{\rm eff}(-\Delta)=K_{\rm eff}(\Delta)^T.\tag{5}$$

In a power series for $K_{\rm eff}$, the even coefficients are symmetric matrices and the odd ones antisymmetric. The free Green function $G_{ij}=\langle c_ic_j^\dagger\rangle$ is

$$G=(1+e^{-\beta K_{\rm eff}})^{-1}.$$

At fixed $\beta$ it inherits the rule $G(-\Delta)=G(\Delta)^T$. Its first-order error is thus purely antisymmetric. The density $1-G_{ii}$ and the real bond energy, which contains $G_{ij}+G_{ji}$, have errors starting at $\Delta^2$. This is the pattern in the opening numbers. A single off-diagonal element read without its partner can retain the first-order error. Which elements do so depends on the filling. At zero chemical potential, as here, let $\Gamma$ be the diagonal matrix with $+1$ on one sublattice and $-1$ on the other. Then $\Gamma K_f\Gamma=-K_f$, so $\Gamma P(\Delta)\Gamma=P(-\Delta)=[P(\Delta)^{-1}]^T$, and $G=(1+P^M)^{-1}$ obeys $\Gamma G\Gamma=1-G^T$. Hence $G_{ii}=1/2$ exactly, elements between opposite sublattices are exactly symmetric, and the first-order error lies entirely in elements between different sites of the same sublattice.

A matrix and its transpose have the same eigenvalues, so an isolated level of $K_{\rm eff}$ is even in $\Delta$ and also shifts only from second order. The restriction to isolated levels is needed: an antisymmetric perturbation can split a degenerate level into $E\pm i\Delta x$, a pair that is unchanged as a set when $\Delta$ changes sign.

For complex hopping the families are Hermitian rather than symmetric. The adjoint then replaces the transpose in (1) and (5), and the odd error is anti-Hermitian.

## Uniform hopping: the shift of every level

When all bonds equal $t$, the $x$ families act on one coordinate and the $y$ families on the other, so they commute. The problem reduces to a ring with even bonds $A$ and odd bonds $B$.

Use cells of two sites. For site momentum $q$ the cell momentum is $k=2q$. The even bond lies within a cell, and the odd bond joins neighbouring cells, which supplies phases $e^{\pm ik}$:

$$A=-t\sigma_x,\qquad B=-t(\cos k\,\sigma_x+\sin k\,\sigma_y).$$

With $c=\cosh\Delta t$ and $s=\sinh\Delta t$, the ring propagator is

$$e^{-\Delta A}e^{-\Delta B}=(c+s\sigma_x)\big[c+s(\cos k\,\sigma_x+\sin k\,\sigma_y)\big].$$

Terms with a single Pauli matrix, and the product $\sigma_x\sigma_y$, have zero trace. The trace is thus $2c^2+2s^2\cos k\ge2$. The determinant is 1, so the eigenvalues are $e^{\pm\lambda}$ with real $\lambda\ge0$ and

$$\cosh\lambda=c^2+s^2\cos2q=1+s^2(1+\cos2q)=1+2s^2\cos^2q.$$

Comparison with $\cosh\lambda=1+2\sinh^2(\lambda/2)$ gives $\sinh(\lambda/2)=s|\cos q|$. The momenta $q$ and $q+\pi$ share one cell momentum and carry the two signs of the energy $\mp\lambda/\Delta$. The levels are

$$\varepsilon_{\rm eff}(q)=-\frac2\Delta\,\mathrm{arcsinh}\big[\sinh(\Delta t)\cos q\big],\tag{6}$$

to be added for the two directions. The symmetric product has the same levels in this uniform case, because

$$e^{-\Delta A}e^{-\Delta B}=e^{-\Delta A/2}\big(e^{-\Delta A/2}e^{-\Delta B}e^{-\Delta A/2}\big)e^{\Delta A/2}$$

is a similarity transformation.

Now insert $\sinh a=a+a^3/6+\dots$ and $\mathrm{arcsinh}\,z=z-z^3/6+\dots$, with $a=\Delta t$:

$$\varepsilon_{\rm eff}(q)=-2t\cos q-\frac{t(\Delta t)^2}{3}\cos q\,\sin^2q+O(\Delta^4).\tag{7}$$

At $q=\pi/4$ and $\Delta=0.1$ the correction is $-0.01\times0.7071\times0.5/3=-1.18\times10^{-3}t$. The level indeed moves from $-1.41421t$ to $-1.41539t$.

The size of the correction is largest where $\cos^2q=1/3$. There it equals $2t(\Delta t)^2/(9\sqrt3)=0.128\,t(\Delta t)^2$ per direction, so twice this value bounds the leading shift on the square lattice. Equation (6) leaves the band edges unchanged, since $\cos q=\pm1$ undoes the hyperbolic sine. It also keeps the zero-energy surface of the half-filled square lattice: where $\cos q_y=-\cos q_x$, the two contributions cancel.

The eigenvectors are less well protected. Moving the ring by one site exchanges $A$ and $B$, but (3) is not symmetric under this exchange. With the symmetric product, bond energies in different families can therefore differ at $O(\Delta^2)$ even for uniform hopping. With the plain product they cannot: the same shift turns $e^{-\Delta A}e^{-\Delta B}$ into its transpose, so on the ring the symmetric part of $G$ is translation invariant. On the square lattice it is the shift by one site along both axes together that turns $P$ into its transpose, and this shift exchanges the even and odd families of each direction, so their bond energies again agree. A shift along one axis alone transposes only one factor; away from half filling it can change symmetric elements between sites displaced along both axes at $O(\Delta^2)$.

## With interactions: one more term of the same order

Let $\hat V$ be the on-site Hubbard interaction and $H=\hat K+\hat V$. Assume that the average over auxiliary fields reproduces $e^{-\Delta\hat V}$ exactly. For one fixed field history the slices differ, and the argument behind (5) does not apply; it applies to the averaged slice.

A one-body exponential transforms each orbital of a Slater determinant by the same matrix, and commutators of one-body operators are the one-body operators of the matrix commutators. Equation (4) therefore carries over with $C$ replaced by $\hat C=\sum_{ij,\sigma}C_{ij}c^\dagger_{i\sigma}c_{j\sigma}$. For the slice $e^{-\Delta\hat V/2}\hat Se^{-\Delta\hat V/2}$, apply (3) with $A=\hat V$ and $B=\hat K+\Delta^2\hat C$:

$$H_{\rm eff}=H+\Delta^2(\hat D+\hat C)+O(\Delta^4),\tag{8}$$

$$\hat D=-\tfrac1{24}[\hat V,[\hat V,\hat K]]+\tfrac1{12}[\hat K,[\hat K,\hat V]].$$

The term $\hat D$ is the splitting error already present with the dense exponential, and $\hat C$ is the addition from the checkerboard.

Which power of $\Delta$ appears depends on the quantity. The growth energy $-\ln\Lambda_{\max}/\Delta$, where $\Lambda_{\max}$ is the largest eigenvalue of the slice, is the lowest eigenvalue of $H_{\rm eff}$. For a nondegenerate ground state $\psi_0$ with energy $E_0$, first-order perturbation theory gives the additional error $\Delta^2\langle\psi_0|\hat C|\psi_0\rangle$.

The leading eigenvector is $\phi=\psi_0+\Delta^2\chi+\dots$, with $\chi$ orthogonal to $\psi_0$. Since $(H-E_0)\psi_0=0$, the energy measured in it is

$$\frac{\langle\phi|H|\phi\rangle}{\langle\phi|\phi\rangle}-E_0=\Delta^4\langle\chi|(H-E_0)|\chi\rangle+\dots$$

An observable that does not have $\psi_0$ as an eigenvector generally retains an error linear in $\chi$, hence $O(\Delta^2)$. The fourth-order result belongs to a converged projection with symmetric slices, measured at a slice boundary. At finite temperature there is no such protection. With $\delta=\Delta^2(\hat D+\hat C)$, the first-order change of $\langle H\rangle$ is $-\beta(\langle H\delta\rangle-\langle H\rangle\langle\delta\rangle)$, which is generally nonzero.

A half-filled Hubbard ring of six sites with $U=4t$, solved by exact diagonalization, shows these sizes without sampling noise. Its exact energy is $-3.66871t$, its double occupancy per site is 0.11107, and $\langle\hat C\rangle=-0.3689\,t^3$. At $\Delta=0.1$ the errors relative to the exact values are:

| Quantity | Dense | Symmetric checkerboard |
|---|---:|---:|
| growth energy ($t$) | $-0.03468$ | $-0.03840$ |
| measured energy ($t$) | $0.00093$ | $0.00091$ |
| double occupancy | $-0.00249$ | $-0.00240$ |

The additional growth-energy error is $-3.72\times10^{-3}t$, against the prediction $0.01\times(-0.3689)=-3.69\times10^{-3}t$. It is about a tenth of the total.

In the other two rows the checkerboard slightly reduces the error. For the measured energy this is possible because the error is quadratic in $\chi=\chi_D+\chi_C$: the square of $\chi_C$ alone adds a positive amount, so the cross term must be negative here. This cancellation is a property of the example and should not be counted on elsewhere.

The plain order, in the slice $e^{-\Delta\hat V}\hat P$, gives a growth-energy error of $-0.0419t$ at $\Delta=0.1$ and $-0.0105t$ at $\Delta=0.05$. It is again second order, with a somewhat larger coefficient.

## Choosing the setting

**Dense or checkerboard.** On large lattices the checkerboard replaces $O(N^2)$ work per vector by $O(N)$, at the price of an extra $O(\Delta^2)$ term. Whether that term matters depends on its size beside $\hat D$. In the weakly interacting limit $\hat D$ vanishes with $U$ while $\hat C$ does not, so the checkerboard then dominates the time-step error of quantities that $\hat C$ affects already at $U=0$. On the six-site ring at $U=0.1t$ and $\Delta=0.1$ the growth-energy error is $-5.0\times10^{-3}t$ against $-2.4\times10^{-5}t$ for the dense option. The double occupancy at half filling is an exception: at $U=0$ it is fixed at $1/4$ with either option, and at $U=0.1t$ its errors are $-7.7\times10^{-5}$ and $-8.0\times10^{-5}$. A short comparison with the dense option on a small lattice measures the difference, provided the lattice is not the uniform periodic 4×4 one. There the cell momentum $k$ takes only the values $0$ and $\pi$, so $[A,B]=2it^2\sin k\,\sigma_z$ vanishes, all four families commute, and both products equal the dense exponential.

**Plain or symmetric.** Choose the symmetric product when individual off-diagonal Green-function elements are needed, when the slice must be Hermitian, or when the projected energy should keep its fourth-order error, which the plain slice $e^{-\Delta\hat V}\hat P$ reduces to second order. The fourth order also needs the interaction split into two halves around the hopping factor. On the ring at $\Delta=0.1$, measured between the left and right leading vectors, the energy error is $-0.11t$ for $e^{-\Delta\hat V}\hat P$ and $-0.0066t$, still of second order, for $e^{-\Delta\hat V/2}\hat Pe^{-\Delta\hat V/2}$. For densities, real bond energies and growth energies, the plain product has the same order of error. In the random-bond example at $\Delta=0.1$, the symmetric product has a total Green-function error of $2.2\times10^{-3}$, against $4.0\times10^{-3}$ for the symmetric part of the plain result. Matching these norms by a smaller plain step requires a factor $\sqrt{4.0/2.2}\approx1.3$ more slices, or about $16N$ hopping operations where the symmetric product uses $21N$. The additional slices also repeat all the interaction work, which can reverse this advantage. The ratio of norms does not carry over to every observable. In the total hopping energy $-{\rm Tr}(KG)$ the symmetric product enters at order $\Delta^2$ only through the diagonal elements of $C$ in the eigenbasis of $K$, whereas the plain product has a symmetric second-order coefficient of its own, different from $C$, and adds the second-order effect of its antisymmetric first-order term, which is the larger part here. For random bonds of this kind, at the same $\beta$ and $\Delta$, the plain error in this energy is some 20 to 45 times the symmetric one, and the symmetric product is then the cheaper choice.

**Time step.** Run at $\Delta$ and $\Delta/2$ with the same setting, and extrapolate second-order quantities in $\Delta^2$. For the checkerboard growth energy of the ring, the errors at 0.1 and 0.05 combine to

$$\frac{4(-0.0096539)-(-0.038400)}{3}\,t\approx-7\times10^{-5}t.$$

Dense and checkerboard runs must extrapolate to the same limit. The step must be small enough for the leading term to dominate. At low temperature $\beta\Delta^2$ times the level-shift coefficient must also be small for levels near the chemical potential, since their occupations respond most strongly.

**Inverse.** Use the inverse belonging to the chosen product. Moving a Green function from one slice to the next has the form $BGB^{-1}$. If $B$ is the checkerboard product and the other factor is the dense inverse, this is no longer a similarity transformation, and a mismatch enters at each slice: of order $\Delta^3$ for the symmetric product and, by (2), of order $\Delta^2$ for the plain one.

The numerical check accompanying this guide tests the checkerboard commutator terms in (2) and (4), the inverses, the level formula and the orders of the errors.

## Computed results

```
hopping t = 1; energies in t, times in 1/t
uniform lattice: L = 8, N = 64 sites
block at step 0.1: cosh = 1.005004, sinh = 0.100167
operations, N = 16: plain 192, symmetric 336
operations, N = 64: plain 768, symmetric 1344
operations, N = 256: plain 3072, symmetric 5376
operations, N = 64: dense 8128, dense/symmetric = 6.05
random bonds, remainder after leading term, step halved:
  ratio plain 8.015, symmetric 16.016
uniform: norm of commutator sum = 4.0000 t^2
uniform: norm of C = 0.7454 t^3
uniform, step 0.1: norm(P-dense) = 2.0759e-02, norm(S-dense) = 8.3051e-04
  S(-step)S(step)-1: 1e-16; dense inverse times S, minus 1: 7.6034e-04
uniform, step 0.05: norm(P-dense) = 5.0473e-03, norm(S-dense) = 9.7901e-05
  S(-step)S(step)-1: 2e-15; dense inverse times S, minus 1: 9.3633e-05
level q = pi/4, step 0.1: exact -1.414214 t, checkerboard -1.415390 t
  shift -1.1765e-03 t, leading formula -1.1785e-03 t
level q = pi/4, step 0.05: exact -1.414214 t, checkerboard -1.414508 t
  shift -2.9450e-04 t, leading formula -2.9463e-04 t
largest shift per direction / step^2 = 0.1283 t^3, at q = 0.9554 rad
Green function error norms, random bonds, beta = 2.0 /t:
  step 0.1: P antisymmetric 4.936e-02, P symmetric part 3.987e-03, S 2.210e-03
  step 0.05: P antisymmetric 2.462e-02, P symmetric part 9.946e-04, S 5.534e-04
Hubbard ring: 6 sites, 3 up, 3 down, U = 4.0 t
  exact energy -3.668706 t, double occupancy per site 0.111066
  ground-state mean of C = -0.368923 t^3
step 0.1: growth energy minus exact: dense -3.4683e-02 t, checkerboard -3.8400e-02 t
  additional -3.7178e-03 t, step^2*mean(C) -3.6892e-03 t
  plain-order growth energy error -4.1944e-02 t
  measured-energy error: dense 9.290e-04 t, checkerboard 9.114e-04 t
  double-occupancy error: dense -2.491e-03, additional 9.429e-05
step 0.05: growth energy minus exact: dense -8.7298e-03 t, checkerboard -9.6539e-03 t
  additional -9.2410e-04 t, step^2*mean(C) -9.2231e-04 t
  plain-order growth energy error -1.0528e-02 t
  measured-energy error: dense 5.904e-05 t, checkerboard 5.790e-05 t
  double-occupancy error: dense -6.291e-04, additional 2.407e-05
ratios, step 0.05 to 0.025: additional growth energy 4.006, measured energy 15.935
```
